# The 50 Percent Delay of an Open-Ended RC Line: test program

```python
"""
Step response of a uniform RC line with an ideal source and an open far end.
Result under test: the far end reaches half the source step at
    t50 = 0.3787 R C, close to the one-mode value (4/pi^2) ln(8/pi) R C.
R, C : total resistance and capacitance of the line
xi   : position / length;  tau : time / (R C);  v : voltage / source step
The independent road is a discrete ladder built from Kirchhoff's current law.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erfc


def mode_series(xi, tau, terms=60):
    """Voltage from the diffusion modes of the continuous line."""
    k = (2 * np.arange(terms) + 1) * np.pi / 2
    shape = np.sin(np.outer(np.atleast_1d(xi), k))
    return 1 - shape @ (2 / k * np.exp(-k**2 * tau))


def image_series(xi, tau, terms=30):
    """Voltage from repeated reflections at the two ends."""
    xi = np.atleast_1d(xi)
    total = np.zeros(len(xi))
    for n in range(terms):
        near = erfc((2 * n + xi) / (2 * np.sqrt(tau)))
        far = erfc((2 * n + 2 - xi) / (2 * np.sqrt(tau)))
        total += (-1)**n * (near + far)
    return total


def ladder_modes(res, cap, sections, end_share=0.5):
    """Decay rates and node weights of the voltage deficit in a ladder.
    The last node carries end_share of one section's capacitance."""
    node_cap = np.full(sections, cap / sections)
    node_cap[-1] *= end_share
    g = sections / res
    conductance = 2 * g * np.eye(sections)
    conductance[-1, -1] = g
    link = np.diag(np.full(sections - 1, g), 1)
    conductance -= link + link.T
    root = np.sqrt(node_cap)
    rates, vectors = eigh(conductance / np.outer(root, root))
    weights = vectors / root[:, None] * (vectors.T @ root)
    return rates, weights


def ladder_delay(res, cap, sections, end_share=0.5):
    """Time at which the last ladder node reaches half the source step."""
    rates, weights = ladder_modes(res, cap, sections, end_share)

    def excess(tau):
        return 0.5 - weights[-1] @ np.exp(-rates * tau * res * cap)
    return brentq(excess, 0.01, 5, xtol=1e-13) * res * cap


def crossing(level):
    """Scaled time at which the continuous line's output reaches level."""
    return brentq(lambda tau: mode_series(1.0, tau)[0] - level,
                  0.02, 5, xtol=1e-13)


# Voltage along the whole line: both series against the ladder
N = 200
nodes = np.arange(1, N + 1) / N
rates, weights = ladder_modes(1.0, 1.0, N)
worst_modes = worst_images = 0.0
for tau in (0.05, 0.2, 0.4, 1.0):
    ladder_v = 1 - weights @ np.exp(-rates * tau)
    worst_modes = max(worst_modes,
                      np.max(abs(ladder_v - mode_series(nodes, tau))))
    worst_images = max(worst_images,
                       np.max(abs(ladder_v - image_series(nodes, tau))))
# The ladder has a discretization error of order 1/N^2
assert worst_modes < 5e-5
assert worst_images < 5e-5

# The output rises at all sampled times, so it crosses each level once
sample_times = np.linspace(0.02, 3, 300)
output = np.array([1 - weights[-1] @ np.exp(-rates * s)
                   for s in sample_times])
assert np.all(np.diff(output) > 0)

# Mean delay at every node, from the time integral of the ladder deficit
mean_delay = weights @ (1 / rates)
assert np.max(abs(mean_delay - (nodes - nodes**2 / 2))) < 1e-8

# Half-level delay: continuous line, approximations and ladder limit
tau50 = crossing(0.5)
tau90 = crossing(0.9)
tau_one = 4 / np.pi**2 * np.log(8 / np.pi)
tau_corrected = tau_one - 4 / np.pi**2 * (np.pi / 8)**8 / 3
ladder = {n: ladder_delay(1.0, 1.0, n) for n in (1, 10, 100, 200)}
ladder_limit = (4 * ladder[200] - ladder[100]) / 3
assert abs(ladder_limit - tau50) < 1e-7
assert abs(ladder_limit - tau_one) < 1e-4
assert abs(ladder_limit - tau_corrected) < 5e-7
assert round(ladder_limit, 2) == 0.38

# Bracket: two modes bound the output from above at tau = 0.378
tau_low = 0.378
q_low = np.exp(-np.pi**2 * tau_low / 4)
upper_output = 1 - 4 / np.pi * (q_low - q_low**9 / 3)
assert upper_output < 0.5
assert tau_low < ladder_limit < tau_one

# One resistor charging one capacitor
lumped = ladder_delay(1.0, 1.0, 1, end_share=1.0)
assert abs(lumped - np.log(2)) < 1e-10

# Worked example with round model parameters, SI units
resistivity, width, thickness = 4e-8, 50e-9, 100e-9
cap_per_length, length = 2e-10, 100e-6
res_per_length = resistivity / (width * thickness)
R = res_per_length * length
C = cap_per_length * length
t50 = tau50 * R * C
full_ladder = ladder_delay(R, C, 200)
half_ladder = ladder_delay(R / 2, C / 2, 100)
assert abs(full_ladder / t50 - 1) < 1e-4
assert abs(full_ladder / half_ladder - 4) < 1e-3
t50_half = tau50 * (R / 2) * (C / 2)
assert abs(half_ladder / t50_half - 1) < 1e-4

q = np.exp(-np.pi**2 * tau50 / 4)
print("SCALED RESULTS (times in units of RC)")
print(f"50% delay, full series: {tau50:.6f}")
print(f"50% delay, one mode: {tau_one:.6f}")
print(f"50% delay, one mode with correction: {tau_corrected:.6f}")
print(f"90% delay, full series: {tau90:.4f}")
print(f"ln(8/pi): {np.log(8 / np.pi):.6f}")
print(f"Two-mode upper bound on v at tau = {tau_low}: {upper_output:.5f}")
print(f"First mode's share of deficit at t50: {4 / np.pi * q:.6f}")
print(f"Second mode's term at t50: {-4 / np.pi * q**9 / 3:.3e}")
print(f"Mid-line v at t50: {mode_series(0.5, tau50)[0]:.4f}")
print(f"Output v at tau = 0.05: {mode_series(1.0, 0.05)[0]:.5f}")
print(f"Mean (Elmore) delay at output, ladder: {mean_delay[-1]:.6f}")
print(f"50% delay, single R and single C: {lumped:.6f}")
print("LADDER CHECK (half capacitor at last node, units of RC)")
for n, value in ladder.items():
    print(f"50% delay, {n} section(s): {value:.6f}")
print(f"50% delay, extrapolated: {ladder_limit:.6f}")
print(f"Largest |ladder - modes| in v, {N} sections: {worst_modes:.1e}")
print(f"Largest |ladder - images| in v, {N} sections: {worst_images:.1e}")
print("WORKED EXAMPLE")
print(f"Resistivity: {resistivity:.1e} ohm m")
print(f"Width: {width * 1e9:.0f} nm")
print(f"Thickness: {thickness * 1e9:.0f} nm")
print(f"Length: {length * 1e6:.0f} um")
print(f"Resistance per length: {res_per_length * 1e-6:.2f} ohm/um")
print(f"Capacitance per length: {cap_per_length * 1e9:.2f} fF/um")
print(f"R: {R:.1f} ohm")
print(f"C: {C * 1e15:.1f} fF")
print(f"RC: {R * C * 1e12:.2f} ps")
print(f"50% delay: {t50 * 1e12:.3f} ps")
print(f"90% delay: {tau90 * R * C * 1e12:.2f} ps")
print(f"50% delay of half the length: {t50_half * 1e12:.3f} ps")
print(f"Two halves with ideal repeater: {2 * t50_half * 1e12:.3f} ps")
print("verified")
```

Printed output:

```
SCALED RESULTS (times in units of RC)
50% delay, full series: 0.378748
50% delay, one mode: 0.378824
50% delay, one mode with correction: 0.378748
90% delay, full series: 1.0311
ln(8/pi): 0.934712
Two-mode upper bound on v at tau = 0.378: 0.49908
First mode's share of deficit at t50: 0.500094
Second mode's term at t50: -9.442e-05
Mid-line v at t50: 0.6463
Output v at tau = 0.05: 0.00313
Mean (Elmore) delay at output, ladder: 0.500000
50% delay, single R and single C: 0.693147
LADDER CHECK (half capacitor at last node, units of RC)
50% delay, 1 section(s): 0.346574
50% delay, 10 section(s): 0.378680
50% delay, 100 section(s): 0.378747
50% delay, 200 section(s): 0.378748
50% delay, extrapolated: 0.378748
Largest |ladder - modes| in v, 200 sections: 6.8e-06
Largest |ladder - images| in v, 200 sections: 6.8e-06
WORKED EXAMPLE
Resistivity: 4.0e-08 ohm m
Width: 50 nm
Thickness: 100 nm
Length: 100 um
Resistance per length: 8.00 ohm/um
Capacitance per length: 0.20 fF/um
R: 800.0 ohm
C: 20.0 fF
RC: 16.00 ps
50% delay: 6.060 ps
90% delay: 16.50 ps
50% delay of half the length: 1.515 ps
Two halves with ideal repeater: 3.030 ps
verified
```
